\section*{Nonaffine Relaxation Lowers the Born Shear Modulus at a Stable Minimum}

\section{The physical question}

When a glass is sheared slowly at zero temperature, its atoms do not simply follow the shape of the container. Moving them affinely, each in proportion to its position, generally leaves unbalanced forces, because the surroundings of an atom have no symmetry that would cancel them. The atoms then move further until the forces vanish. The affine motion alone gives the Born modulus $G_B$. How does the additional, nonaffine motion change it, and can the change have either sign?

Consider $N$ classical atoms in a periodic cell of volume $V$, with energy $U$ twice continuously differentiable near the state of interest. Simple shear is $F(\gamma)=1+\gamma\,\hat x\hat y^{T}$, and the positions are
\begin{equation}
 r_i=F(\gamma)X_i+u_i ,
\end{equation}
where $X_i$ are the positions at $\gamma=0$ and $u_i$ is the nonaffine displacement. The cell is sheared by the same $F$. All $u_i$ together form a vector $u$ with $3N$ components. At $u=0,\ \gamma=0$ define
\begin{equation}
 H=\frac{\partial^2U}{\partial u\,\partial u},\qquad
 \Xi=-\frac{\partial^2U}{\partial u\,\partial\gamma},\qquad
 G_B=\frac1V\frac{\partial^2U}{\partial\gamma^2}.
\end{equation}
Thus $\Xi$ is the force on the atoms per unit affine strain. Let $\mathcal T$ be the three-dimensional space of rigid translations, and $\mathcal T^\perp$ its orthogonal complement.

\paragraph{Assumptions.} (A1) The forces vanish: $\partial U/\partial u=0$ at $u=0,\ \gamma=0$. (A2) The minimum is stable at fixed cell: $v^THv>0$ for every nonzero $v\in\mathcal T^\perp$.

\paragraph{Theorem.} Let $E(\gamma)$ be the energy on the force-free path through this minimum. The slope $G=d\sigma_{xy}/d\gamma$ of the shear stress at $\gamma=0$ is
\begin{equation}
 G=\frac{E''(0)}V=G_B-\frac1V\,\Xi^TH^+\Xi\le G_B, \label{main}
\end{equation}
where $H^+$ inverts $H$ on $\mathcal T^\perp$ and gives zero on $\mathcal T$. Equality holds if and only if $\Xi=0$.

\section{Two lemmas}

\paragraph{Lemma 1 (stress).} On the force-free path, $\sigma_{xy}=E'(\gamma)/V$.

\emph{Proof.} Since $(\hat x\hat y^T)^2=0$, we have $F(\delta)F(\gamma)=F(\gamma+\delta)$, and $\det F=1$ keeps $V$ fixed. A further small shear $\delta$ of the current state changes its energy by $V\sigma_{xy}\delta$ to first order; this defines the Cauchy shear stress, with tension counted positive. Applying $F(\delta)$ to the current positions also carries $u_i$ to $u_i+\delta\,u_{i,y}\hat x$. This extra motion, like any relaxation of order $\delta$, does no first-order work because the forces vanish. Hence $dE=V\sigma_{xy}\,d\gamma$. $\square$

\paragraph{Lemma 2 (translations).} For every $t\in\mathcal T$, $Ht=0$ and $t\cdot\Xi=0$.

\emph{Proof.} A common shift of all atoms leaves the energy unchanged in any cell: $U(u+st,\gamma)=U(u,\gamma)$. Differentiation with respect to $s$ at $s=0$ gives
\begin{equation}
 t\cdot\frac{\partial U}{\partial u}(u,\gamma)=0
 \quad\text{for all }u,\gamma. \label{trans}
\end{equation}
Differentiating this identity with respect to $u$ gives $Ht=0$; differentiating it with respect to $\gamma$ gives $-t\cdot\Xi=0$. $\square$

The Hessian is therefore singular, but the force $\Xi$ lies in the space where it can be inverted. Removing translations discards no part of the response, since they cost no energy and receive no force.

\section{Proof of the theorem}

Restrict $u$ to $\mathcal T^\perp$. By (\ref{trans}) the gradient also lies there, so force balance consists of $3N-3$ equations for $3N-3$ unknowns. Their Jacobian is $H$ on $\mathcal T^\perp$, invertible by (A2). The implicit function theorem gives a unique differentiable path $u(\gamma)$ near zero with
\begin{equation}
 \frac{\partial U}{\partial u}\bigl(u(\gamma),\gamma\bigr)=0,
 \qquad u(0)=0.
\end{equation}
By continuity, the states on it remain stable minima for small enough $|\gamma|$. Differentiating at $\gamma=0$,
\begin{equation}
 H\,u'(0)-\Xi=0\quad\Longrightarrow\quad u'(0)=H^+\Xi. \label{response}
\end{equation}
The relaxed energy is $E(\gamma)=U(u(\gamma),\gamma)$. Its first derivative is
\begin{equation}
 E'(\gamma)=\frac{\partial U}{\partial\gamma}
 +u'(\gamma)\cdot\frac{\partial U}{\partial u}
 =\frac{\partial U}{\partial\gamma},
\end{equation}
because the forces vanish along the path. Differentiating once more and using (\ref{response}),
\begin{equation}
 E''(0)=\frac{\partial^2U}{\partial\gamma^2}
 +u'(0)\cdot\frac{\partial^2U}{\partial u\,\partial\gamma}
 =VG_B-\Xi\cdot u'(0)
 =VG_B-\Xi^TH^+\Xi .
\end{equation}
Lemma 1 identifies $E''(0)/V$ with $G$. For the sign, let $e_m$ be the orthonormal eigenvectors of $H$ in $\mathcal T^\perp$, with eigenvalues $\lambda_m>0$. Then
\begin{equation}
 \Xi^TH^+\Xi=\sum_m\frac{(e_m\cdot\Xi)^2}{\lambda_m}\ge0. \label{modes}
\end{equation}
The sum vanishes only if every $e_m\cdot\Xi$ does; together with $t\cdot\Xi=0$ this means $\Xi=0$. $\square$

\paragraph{Corollary (trial fields).} Let the atoms be forced to move as $u=\gamma v$, with any fixed $v$. Since $u$ is linear in $\gamma$, the energy curvature per volume at $\gamma=0$ is
\begin{equation}
 G[v]=\frac1V\left(VG_B-2\,\Xi\cdot v+v^THv\right).
\end{equation}
Put $v_*=H^+\Xi$, so that $Hv_*=\Xi$. Expanding the square,
\begin{equation}
 (v-v_*)^TH(v-v_*)=v^THv-2\,\Xi\cdot v+\Xi^TH^+\Xi ,
\end{equation}
and therefore
\begin{equation}
 G[v]=G+\frac1V(v-v_*)^TH(v-v_*)\ge G. \label{trial}
\end{equation}
Affine motion is the trial $v=0$. The Born modulus is thus a variational upper bound, and relaxation lowers it because the atoms may choose a better field.

\section{Conditions and ways to fail}

\paragraph{Remark 1 (sign of $G$).} The theorem does not say that $G\ge0$. Assumption (A2) concerns atoms in a fixed cell. If the state is a minimum in $u$ and $\gamma$ jointly, then the quadratic energy in $(u,\gamma)$ is nonnegative, and minimizing it over $u$ leaves $\tfrac12VG\gamma^2\ge0$.

\paragraph{Remark 2 (prestress).} Suppose another strain variable $\eta$ is used, with $\gamma=\eta+c\eta^2$. The second derivative of the energy per volume at zero strain becomes $G+2c\sigma_0$, where $\sigma_0$ is the initial shear stress. The Born term shifts by the same amount, while $\Xi$, which contains a single strain derivative, is unchanged. The drop therefore does not depend on this choice, but the two moduli do unless $\sigma_0=0$.

\paragraph{Remark 3 (soft directions).} Let $s$ be a coordinate with zero harmonic stiffness and energy $\tfrac14\kappa s^4-c\gamma s$, where $\kappa>0$. The minimum obeys $\kappa s^3=c\gamma$, and its energy is $-\tfrac34c\gamma s\propto-|\gamma|^{4/3}$. Relaxation still lowers the energy, but the curvature at $\gamma=0$ is not finite. If the coupling is $-c\gamma s^2$ instead, $\Xi$ has no part along $s$. For $c\gamma>0$ the minimum is at $s^2=2c\gamma/\kappa$, with energy $-c^2\gamma^2/\kappa$, the same order as the elastic energy. Solvability of (\ref{response}) is then not enough; (A2) excludes such soft directions.

\paragraph{Remark 4 (saddles).} If $H$ is invertible on $\mathcal T^\perp$ but has negative eigenvalues, the derivation of the equality in (\ref{main}) still holds along the stationary path. The terms of (\ref{modes}) with $\lambda_m<0$ are then negative or zero, and the inequality can fail.

\section{Pair forces and a crystal solved by hand}

For $U=\sum\phi(r)$ over pairs, let $d=rn$ be the bond vector and $n$ its direction. The gradient of $\phi$ is $\phi'n$, and $\partial n/\partial d=(1-nn^T)/r$, so the bond stiffness matrix is
\begin{equation}
 k=a\,1+b\,nn^T,\qquad a=\frac{\phi'}r,\qquad b=\phi''-\frac{\phi'}r .
\end{equation}
The shear changes $d$ by $\gamma w$ with $w=d_y\hat x$, which is linear in $\gamma$. Hence
\begin{equation}
 VG_B=\sum_{\rm pairs}w^Tkw,\qquad
 \Xi_i=-\sum_jk_{ij}w_{ij},\qquad d_{ij}=r_i-r_j .
\end{equation}
If every atom is a centre of inversion, its bonds come in pairs $\pm d$. Then $k$ is even and $w$ odd, so $\Xi=0$ and $G=G_B$. An fcc crystal is such a case.

Diamond is not. Take bonds between nearest neighbours only. The four directions from one sublattice are $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$, divided by $\sqrt3$. They satisfy
\begin{equation}
 \sum n_\alpha=0,\quad \sum n_\alpha n_\beta=\tfrac43\delta_{\alpha\beta},\quad
 \sum n_x^2n_y^2=\tfrac49,\quad \sum n_xn_yn_z=\tfrac4{3\sqrt3}.
\end{equation}
For two atoms, with volume $v_2=16r^3/(3\sqrt3)$,
\begin{equation}
 v_2G_B=r^2\sum(a\,n_y^2+b\,n_x^2n_y^2)=\frac{4r^2}9(3a+b).
\end{equation}
Also $kw=rn_y(a\hat x+bn_xn)$. In the sum over bonds the $a$ term vanishes, and so do the $x$ and $y$ components of the $b$ term, since $n_x^2=n_y^2=\tfrac13$. What remains is $q\hat z$ with $q=4br/(3\sqrt3)$, so the two sublattices are pushed apart by opposite forces $\mp q\gamma\hat z$. Their relative displacement $s$ has stiffness $\sum k=K\,1$, with $K=\tfrac43(3a+b)$. The energy $\tfrac12Ks_z^2+q\gamma s_z$ is stationary at $s_z=-q\gamma/K$, where it equals $-q^2\gamma^2/(2K)$. The drop in $v_2G$ is therefore
\begin{equation}
 \frac{q^2}K=\frac{16b^2r^2}{27}\,\frac3{4(3a+b)}=\frac{4r^2}9\,\frac{b^2}{3a+b},
\end{equation}
and subtraction gives
\begin{equation}
 v_2G=\frac{4r^2}9\,\frac{(3a+b)^2-b^2}{3a+b}
 =\frac{4r^2}9\,\frac{3a(3a+2b)}{3a+b}.
\end{equation}
As the bond tension goes to zero from above with $b>0$, $G\to0$: relaxation cancels the whole Born modulus. With only two atoms in the periodic cell, (A2) requires just $K>0$. For $a>0$ and $-3a<b<-\tfrac32a$ it is satisfied, yet $G<0$: an example of what Remark 1 allows.

For numbers, let $z=(r/D)^2$, where $D$ is the pair diameter, and use
\begin{equation}
 \phi=4\epsilon\,[f(z)-T_3(z)],\qquad f=z^{-6}-z^{-3},\qquad \epsilon=0.30\ \text{eV},
\end{equation}
where $T_3$ is the cubic Taylor polynomial of $f$ about the cutoff $z=4$, beyond which $\phi=0$. With $D=0.23$ nm and bonds held at $r=0.2829$ nm, $a=7.334$ and $b=8.316$ eV/nm$^2$. Both $a$ and $a+b=\phi''$ are positive, so every $k$ is positive definite and the crystal is stable at fixed cell. Here $3a+b=30.32$ eV/nm$^2$ and $v_2=0.0697$ nm$^3$, which gives $G_B=2.478$ GPa, a drop of 0.186 GPa and $G=2.292$ GPa.

At $r=0.3105$ nm, $a=5.214$ and $b=-34.986$ eV/nm$^2$, so $3a+b=-19.34$ eV/nm$^2$. Hence $K<0$, and the state is not a minimum. Now $G_B=-1.441$ GPa, the ``drop'' is $-4.713$ GPa, and the stationary path has slope $+3.272$ GPa. The correction raises the modulus, as Remark 4 allows.

\section{A model glass}

The same potential, with diameters 0.23 and 0.28 nm (their mean for unlike pairs), describes a glass of 128 atoms, half of each kind. Three random starts were quenched, relaxing the atoms and all six cell strains. The sample of lowest energy, $-0.7705$ eV per atom, has $V=2.397$ nm$^3$. Its smallest nonzero Hessian eigenvalue is 9.88 eV/nm$^2$, so (A2) holds. For $xy$ shear,
\begin{equation}
 G=48.82-25.53=23.29\ \text{GPa}.
\end{equation}
Relaxation removes 52\% of the Born modulus. Shearing the sample explicitly by small strains and relaxing it gives 23.29 GPa from both the energies and the stresses. If the atoms make only half of the true nonaffine motion, (\ref{trial}) predicts $23.29+\tfrac14(25.53)=29.7$ GPa; the directly computed energy curvature agrees. Overshooting by half costs the same.

The root-mean-square nonaffine motion is 0.155 nm per unit strain, or 0.0016 nm at 1\% strain. The affine displacement between neighbours 0.26 nm apart along $y$ is then 0.0026 nm. The nonaffine motion of neighbours relative to each other is of the same order, so the correction is no small perturbation of the motion. For this plane the softest tenth of the modes supplies 20\% of the drop, more than its share by number. This is the lowest of the nine cases (three samples, three planes), which range from 20\% to 50\%; the softest third of the modes supplies 58\% to 75\%.

The other two shear planes give 17.7 and 21.0 GPa, so this small cell is not isotropic. The plane-averaged moduli of the three samples lie between 18.9 and 20.7 GPa. From its slope at zero strain alone, $G$ would change by a tenth at about 6\% strain, but the curvature of $G(\gamma)$ dominates: along the relaxed path $G$ has already fallen by a tenth at about $+1\%$ and $-2.5\%$ strain. The value at $\gamma=0$ therefore holds to a tenth only below about 1\% strain.

The parameters were chosen in the rough regime of a metallic glass. Copper--zirconium glasses have shear moduli of roughly 30 GPa, so the static model value has the right size, though this is no test, since every modulus is proportional to the chosen $\epsilon$. Its cohesion does not: 0.77 eV per atom compares with several eV in such metals, whose many-body bonding is absent here. In this weakly bound model the static assumption also fails at room temperature; the estimates below say nothing about the thermal softening of real glasses. With masses of 60 and 90 u, the leading quasiharmonic estimate for $xy$ shear changes $G$ by $-0.4$ GPa from zero-point motion, and by $-10.9$ GPa in total at 300 K and fixed volume. The vibrations, zero-point motion included, also expand the static volume by 2.7\% at 300 K and fixed cell shape, which contributes another $-2.7$ GPa. Together the 300 K terms are 58\% of the static $G$, too large for a leading-order estimate to be trusted as a value. They use only the modes of the periodic cell at zero wave vector; a $2\times2\times2$ mesh of wave vectors moves $-10.9$ to $-11.8$ GPa, the expansion to 2.8\% and the total to 62\%. They also vary strongly between samples and shear planes at this size: the total ranges from 23\% to 84\% of $G$, and the zero-point term from $-1.1$ to $+0.8$ GPa. The 23 GPa is therefore a static result, without zero-point motion, and not a prediction for room temperature. For scale, $k_BT$ at 300 K is nearly a fifth of the pair well depth of 0.141 eV. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
atoms in the glass cell: 128
pair energy parameter: 0.30 eV
diameters: 0.23 and 0.28 nm
masses: 60 and 90 u
cutoff / pair diameter: 2.0
pair well depth: 0.1413 eV
small-small well position: 0.2620 nm
sample 1 energy per atom: -0.7573 eV
  plane-mean Born, drop, G: 50.38, 31.44, 18.95 GPa
sample 2 energy per atom: -0.7705 eV
  plane-mean Born, drop, G: 51.06, 30.37, 20.69 GPa
sample 3 energy per atom: -0.7562 eV
  plane-mean Born, drop, G: 49.15, 28.95, 20.20 GPa
sample studied below: 2
cell volume: 2.3974 nm^3
largest residual stress: 7.2e-06 GPa
lowest nonzero Hessian eigenvalue: 9.879 eV/nm^2
highest Hessian eigenvalue: 2640.3 eV/nm^2
xy Born, drop, G: 48.821, 25.529, 23.292 GPa
xz Born, drop, G: 54.325, 36.577, 17.748 GPa
yz Born, drop, G: 50.036, 29.009, 21.027 GPa
xy drop / Born: 0.5229
xy Born from affine energies: 48.821 GPa
xy G from relaxed energies: 23.292 GPa
xy G from relaxed stresses: 23.292 GPa
curvature at 0.0 x true relaxation: 48.821 GPa
curvature at 0.5 x true relaxation: 29.675 GPa
curvature at 1.0 x true relaxation: 23.292 GPa
curvature at 1.5 x true relaxation: 29.675 GPa
net Xi / norm of Xi: 1.0e-13
rms nonaffine motion per unit strain: 0.1553 nm
share of drop, softest tenth of modes: 0.197
fcc Born modulus: 120.765 GPa
fcc drop / Born: 1.5e-29
diamond stable, bond length: 0.2829 nm
  a, b: 7.334, 8.316 eV/nm^2
  Born, drop, G: 2.478, 0.186, 2.292 GPa
diamond saddle, bond length: 0.3105 nm
  a, b: 5.214, -34.986 eV/nm^2
  Born, drop, G: -1.441, -4.713, 3.272 GPa
bulk modulus: 79.16 GPa
bulk modulus / xy G: 3.40
zero-point change of G, fixed volume: -0.372 GPa
300 K total vibrational change, fixed volume: -10.920 GPa
300 K volume expansion from static: 2.733 %
change of G by that expansion: -2.675 GPa
strain for a 10 % change of G (linear estimate): 6.023 %
\end{verbatim}
